# Escape lifetime of an electron from a triangular silicon inversion well

## Problem

A charge-trap memory cell can be programmed by letting electrons in a silicon inversion layer tunnel through an oxide into a trapping layer. Consider an electron in the ground subband, with no momentum along the interface. Silicon occupies $z>0$ and oxide $z<0$. With $x=-z$ the distance into the oxide, the potential energy is

$$
V=Fz\quad(z>0),\qquad V=\phi-F_ox\quad(x>0).
$$

Energies are measured from the silicon band edge at the interface, $\phi$ is the band offset, and $F,F_o$ are the magnitudes of the forces. Both forces act along $+x$, the direction from the silicon into the oxide. The masses normal to the interface are $m$ and $m_o$. The algebra uses atomic units, in which $\hbar$, the free-electron mass and the elementary charge equal one.

Take an oxide field of 10 MV/cm, a thickness of 4.0 nm, $\phi=3.10$ eV, $m=0.916$ and $m_o=0.50$. The relative permittivities are 11.7 for silicon and 3.9 for oxide, and the field left below the inversion layer by the depletion charge is 0.20 MV/cm. These are rough typical values for silicon and its oxide.

Find the semiclassical round-trip time in the well, the transmission probability per encounter with the oxide, and the escape lifetime.

**The uniform well field.** Continuity of electric displacement gives a silicon surface field of $10\times3.9/11.7=3.333$ MV/cm. The inversion charge screens this field down to the depletion value. If all carriers share one subband and $q(z)$ is the fraction of them between the interface and $z$, Gauss's law gives

$$
F(z)=F_{\rm dep}+(F_{\rm surf}-F_{\rm dep})(1-q).
$$

The average over the carriers is an integral over $q$ from 0 to 1:

$$
\langle F\rangle=\int_0^1F\,dq=\frac{F_{\rm surf}+F_{\rm dep}}2 .
$$

The triangular well is given this mean field, $(3.333+0.20)/2=1.767$ MV/cm. The force is then $F=0.1767$ eV/nm, or $3.436\times10^{-4}$ atomic units. In the oxide $F_o=1$ eV/nm.

## First estimate by scaling

A state of width $\ell$ has kinetic energy of order $1/(2m\ell^2)$ and potential energy of order $F\ell$. Equating them gives

$$
\ell=(2mF)^{-1/3},\qquad \varepsilon=F\ell=\left(\frac{F^2}{2m}\right)^{1/3}.
$$

Here $\varepsilon=0.109$ eV. The momentum is of order $1/\ell$, and the force needs a time of order $2/(F\ell)=2/\varepsilon$ to reverse it. This is about 12.1 fs.

For the oxide, a factor of order one may be dropped in front of an exponential but not inside it, so the tunnelling integral must be done even in an estimate. Neglect the subband energy beside $\phi$. The barrier then ends at $x=\phi/F_o=3.10$ nm, and the probability falls by $e^{-2S_0}$ with

$$
2S_0=2\int_0^{\phi/F_o}\sqrt{2m_o(\phi-F_ox)}\,dx
=\frac43\frac{\sqrt{2m_o}\,\phi^{3/2}}{F_o}\approx26.4 .
$$

Thus $e^{-2S_0}\approx3.6\times10^{-12}$, and the estimated lifetime is

$$
\tau_{\rm est}\sim\frac{12.1\times10^{-15}\ {\rm s}}{3.6\times10^{-12}}\approx3\times10^{-3}\ {\rm s}.
$$

## Solution

### Round-trip time

An electron of energy $E$ leaves the interface with momentum $p_0=\sqrt{2mE}$ and turns where $Fz=E$. Since $dp/dt=-F$, its momentum runs uniformly from $+p_0$ to $-p_0$ before it returns. Therefore

$$
t_r=\frac{2p_0}{F}=\frac{2\sqrt{2mE}}F. \tag{1}
$$

The same time follows from the action around the closed orbit:

$$
J(E)=2\int_0^{E/F}\sqrt{2m(E-Fz)}\,dz
=\frac{4\sqrt{2m}}{3F}E^{3/2},\qquad \frac{dJ}{dE}=t_r .
$$

In Bohr–Sommerfeld quantization $J$ grows by $2\pi$ from one level to the next. Hence $2\pi$ divided by a level spacing is the average of $t_r$ over that energy interval. Because $t_r$ grows with $E$, the spacing above the ground level gives a longer time than the ground orbit itself.

### Subband energy

In the well the Schrödinger equation is

$$
\psi''=2mF\left(z-\frac EF\right)\psi .
$$

With $s=(2mF)^{1/3}$ and $u=s(z-E/F)$ it becomes $d^2\psi/du^2=u\psi$, whose decaying solution is ${\rm Ai}(u)$. A hard wall requires $\psi(0)=0$. The first zero of Ai lies at $-a_1$, with $a_1=2.338$, so

$$
E_h=\frac{a_1F}{s}=a_1\left(\frac{F^2}{2m}\right)^{1/3}=0.2551\ {\rm eV}.
$$

The real barrier is finite. Near the interface the oxide wave falls as $e^{-\kappa x}=e^{\kappa z}$, where

$$
\kappa=\sqrt{2m_o(\phi-E)} .
$$

Continuity of $\psi$ and of $\psi'/m$, which conserves the particle flux, gives on the silicon side

$$
\psi'(0)=\frac{m\kappa}{m_o}\psi(0). \tag{2}
$$

Close to the interface $\psi\approx\psi(0)+z\psi'(0)$. This line vanishes at $z=-\delta$, with $\delta=m_o/(m\kappa)$. To leading order the barrier thus acts as a hard wall displaced by $\delta$. The potential at the displaced wall is $-F\delta$, so the level moves down:

$$
E\approx E_h-F\delta. \tag{3}
$$

Evaluating $\kappa$ at $E_h$ gives $\delta=0.0893$ nm and $F\delta=0.1767\times0.0893=0.0158$ eV. The ground energy is $E=0.2393$ eV.

The classical turning point is $0.2393/0.1767=1.354$ nm, or 13.5 Å. The speed at the interface is $v=\sqrt{2E/m}=0.1386$ atomic units, so equation (1) gives

$$
t_r=\frac{2(0.916)(0.1386)}{3.436\times10^{-4}}\approx739\ {\rm a.u.}=17.9\ {\rm fs}.
$$

### Transmission through the oxide

Let $B=\phi-E=2.861$ eV. The electron leaves the barrier at $x_t=B/F_o=2.861$ nm, inside the 4.0 nm oxide. This is the Fowler–Nordheim regime. For now the oxide is continued to large $x$.

With $s_o=(2m_oF_o)^{1/3}$ and $y=s_o(x_t-x)$, the oxide wave also obeys Airy's equation. The solution needed is

$$
W(y)={\rm Bi}(y)+i\,{\rm Ai}(y).
$$

Beyond the exit, set $y=-t$ and $\xi=\frac23t^{3/2}$. For large $t$, Bi and Ai tend to $\pi^{-1/2}t^{-1/4}$ times $\cos(\xi+\pi/4)$ and $\sin(\xi+\pi/4)$, so

$$
W\to\frac{e^{i(\xi+\pi/4)}}{\sqrt\pi\,t^{1/4}} .
$$

The phase grows with $x$, so this wave moves outwards. Its flux is $|W|^2$ times the phase gradient $s_o\sqrt t$, divided by $m_o$:

$$
j_W=\frac{1}{\pi\sqrt t}\,\frac{s_o\sqrt t}{m_o}=\frac{s_o}{\pi m_o}.
$$

At the interface $y_0=s_ox_t$ is large and positive. There Bi dominates and ${\rm Bi}\approx\pi^{-1/2}y_0^{-1/4}e^{S}$, where

$$
S=\frac23y_0^{3/2}=\frac23\frac{\sqrt{2m_o}\,B^{3/2}}{F_o}.
$$

Since $s_o\sqrt{y_0}=\kappa$, the outgoing flux per unit density at the interface is

$$
\frac{j_W}{|W(y_0)|^2}=\frac{s_o\sqrt{y_0}}{m_o}e^{-2S}=v_oe^{-2S},
\qquad v_o=\frac{\kappa}{m_o}. \tag{4}
$$

The quantity $v_o$ has the dimensions of a speed but describes a decaying wave.

On the silicon side let the incident and reflected waves be $e^{ikx}+re^{-ikx}$, with $k=mv$, and let $C$ be the amplitude at the interface. The two continuity conditions are

$$
1+r=C,\qquad iv(1-r)=-v_oC.
$$

The second gives $1-r=i(v_o/v)C$. Adding the first eliminates $r$:

$$
2=C\left(1+\frac{iv_o}{v}\right),\qquad |C|^2=\frac{4v^2}{v^2+v_o^2}.
$$

The transmitted flux is $|C|^2v_oe^{-2S}$ and the incident flux is $v$. Their ratio is

$$
T=\frac{4vv_o}{v^2+v_o^2}e^{-2S}. \tag{5}
$$

For the example $\kappa=6.127$ nm$^{-1}$ and $v_o=0.6485$ atomic units. The exponent can be written $2S=\frac43\kappa x_t$:

$$
2S=\tfrac43(6.127)(2.861)=23.37,\qquad
\frac{4(0.1386)(0.6485)}{0.1386^2+0.6485^2}=0.817 .
$$

Hence $T=0.817\,e^{-23.37}=5.79\times10^{-11}$.

### Lifetime

The electron meets the oxide once per round trip and escapes with probability $T\ll1$. The occupation $P$ therefore obeys

$$
\frac{dP}{dt}=-\frac{T}{t_r}P,\qquad P(t)=P(0)e^{-t/\tau},\qquad \tau=\frac{t_r}{T}.
$$

Inserting equations (1) and (5), with $\sqrt{2mE}=mv$, gives

$$
\frac1\tau=\frac{F}{2mv}\,\frac{4vv_o}{v^2+v_o^2}e^{-2S}
=\frac{2Fv_o}{m(v^2+v_o^2)}e^{-2S}. \tag{6}
$$

The result is

$$
\tau=\frac{17.87\times10^{-15}\ {\rm s}}{5.79\times10^{-11}}
=3.09\times10^{-4}\ {\rm s}\approx0.31\ {\rm ms}.
$$

The electron makes about $1.7\times10^{10}$ round trips in one lifetime.

When $v\ll v_o$, equation (6) tends to $2Fe^{-2S}/(mv_o)$. A faster electron takes longer to return, because its orbit is longer, but it is transmitted more readily in the same proportion. The speed $v$ then drops out of the prefactor. Here $v^2/v_o^2=0.046$, so this limit overstates the rate by 4.6%.

### Why a classical orbit serves for the ground state

The ground state is not a localized particle bouncing in the well, so the product of attempt rate and transmission needs a wave-mechanical justification. For a real bound wavefunction,

$$
\frac{d}{dz}\left[\frac{\psi'^2}{2m}+(E-V)\psi^2\right]
=\psi'\left[\frac{\psi''}{m}+2(E-V)\psi\right]-V'\psi^2=-V'\psi^2,
$$

because the Schrödinger equation makes the square bracket on the right vanish. Integrate from the interface to infinity, with $V(0)=0$, $V'=F$ and unit norm in silicon:

$$
\frac{\psi'(0)^2}{2m}+E\psi(0)^2=F .
$$

Equation (2) reads $\psi'(0)=mv_o\psi(0)$, and $E=mv^2/2$. Therefore

$$
\psi(0)^2=\frac{2F}{m(v^2+v_o^2)} .
$$

By equation (4) the leakage rate is $\psi(0)^2v_oe^{-2S}$, which is equation (6). At a given $E$, the well part of the semiclassical rate thus needs no assumption of a large quantum number. The remaining approximations are the large-$S$ form of the oxide wave, the energy in equation (3), and the neglect of the probability in the oxide tail. That tail is

$$
\int_0^\infty\psi(0)^2e^{-2\kappa x}dx=\frac{\psi(0)^2}{2\kappa}=0.0026
$$

relative to the silicon part. It lengthens the lifetime by the same fraction.

### The full wave problem

These approximations can be removed within the same potential. Joining ${\rm Ai}$ in the well to $W$ in the oxide gives

$$
\frac sm\frac{{\rm Ai}'(-sE/F)}{{\rm Ai}(-sE/F)}
=\frac{s_o}{m_o}\frac{W'(y_0)}{W(y_0)},\qquad y_0=\frac{s_o(\phi-E)}{F_o}. \tag{7}
$$

The outgoing condition makes $E$ complex. Since $|e^{-iEt}|^2=e^{2t\,{\rm Im}E}$ and ${\rm Im}E<0$, the lifetime is $-1/(2\,{\rm Im}E)$.

A numerical root search with 40-digit arithmetic gives a real part of 0.2393 eV and a lifetime of $3.04\times10^{-4}$ s. Equation (6) is 1.4% longer than this reference.

Most of the difference comes from the oxide wave. The next term in the large-$y$ form of Bi multiplies it by $1+5/(72S)$, and the factor $y^{-1/4}$ reduces its logarithmic slope from $\kappa$ to about $\kappa[1-1/(6S)]$. With $S=11.7$, the first change lowers $T$ by 1.2%. The second lowers the effective $v_o^2$ in $|C|^2$ by nearly 3% and so raises $T$ by about 2.7%. The net rise of about 1.5% agrees with the Airy solution for scattering, $T=5.88\times10^{-11}$, which is 1.6% above equation (5).

## Comparison of estimate and solution

The scaling estimate is 11 times the lifetime from equation (6). Three factors make up the difference:

| Quantity | Estimate | Solution | Effect on lifetime |
|---|---:|---:|---:|
| Round trip | 12.1 fs | 17.9 fs | × 1.48 |
| Interface factor | 1 | 0.817 | × 1.22 |
| Exponent | 26.4 | 23.4 | ÷ 20 |

The prefactors were estimated well. The error lies in neglecting the subband energy beside the barrier. Differentiating the exponent at fixed fields shows its weight:

$$
\frac{d(2S)}{dE}=-\frac32\frac{2S}{B}=-\frac{3(23.37)}{2(2.861)}\approx-12.3\ {\rm eV}^{-1}.
$$

An energy error of 0.1 eV therefore changes the lifetime by a factor of about 3.4. Even the small shift in equation (3) matters: with the hard-wall energy equation (6) would give $2.55\times10^{-4}$ s, 18% below its value with the shifted energy.

The field dependence is also governed by the exponent. Keep the depletion field fixed and let the well field follow the oxide field through the mean-field rule. For an oxide thick enough to contain the exit, equation (6) gives 22 s at 7 MV/cm and $4.0\times10^{-6}$ s at 12 MV/cm. Equation (7) gives lifetimes 1% and 2% shorter, respectively.

The 7 MV/cm value does not apply to a 4.0 nm oxide. The potential drop across that oxide is 2.8 V, while the barrier above the level exceeds 2.86 eV, since a weaker field lowers $E$. The electron would then tunnel directly into the next layer, and the integral for $S$ would have to stop there.

## From the model to a memory cell

At the chosen thickness and field the injection is of Fowler–Nordheim type, and the current density of about $10^{-2}$ A/cm² estimated below would deliver $5\times10^{12}$ electrons per cm² in about 0.1 ms. The field is high: it is two thirds of a rough breakdown field of 15 MV/cm for a thin oxide. A single uniform slope does not apply to a layered tunnel dielectric. The following estimates change one assumption at a time for the example; their factors should not be multiplied together.

**Curvature of the well.** The fall in field from 3.333 to 0.20 MV/cm corresponds to $2.0\times10^{13}$ electrons per cm². A numerical self-consistent electrostatic solution with all of them in one subband and the finite barrier raises $E$ to 0.304 eV and multiplies the lifetime by about 0.45. In this case the charge moves toward the penetrable barrier together with the potential, so the level lies below its hard-wall value of 0.334 eV by about $F_{\rm surf}\delta$ rather than $\langle F\rangle\delta$. The identity above then contains the mean force, which is unchanged, so the change comes from the energy. If the carriers are instead shared among all subbands at 300 K, the same electrostatic treatment gives $E=0.313$ eV, a factor of about 0.35, and 60% of the carriers in the ground subband. Both figures omit exchange and correlation, which lower the level at this density. Exchange alone changes the one-subband factor from 0.45 to about 0.8 in a local-density estimate, and to about 1.2 in an unscreened Hartree–Fock estimate at zero in-plane momentum.

**Motion along the interface.** An electron with in-plane energy $E_\parallel$ and silicon in-plane mass $m_t=0.19$ keeps its in-plane momentum. In the oxide this motion costs $E_\parallel m_t/m_o$, so the barrier falls by $E_\parallel(1-m_t/m_o)$. Averaging over the degenerate Fermi distribution multiplies the escape rate by about 1.63 at 300 K. At 360 K, with the band offset held fixed, the factor is about 1.67. In the triangular well with the finite barrier, 73% of the carriers occupy the ground subband at 300 K. Most of the rest lie in the four valleys with normal mass 0.19, whose lowest level the finite barrier lowers from 0.431 to 0.360 eV.

**The oxide barrier.** This is the largest uncertainty:

- Lowering $m_o$ to 0.42 multiplies the lifetime by 0.15.
- An image potential $-(\epsilon_s-\epsilon)/[4\epsilon x(\epsilon_s+\epsilon)]$, with $\epsilon_s=11.7$ and an optical oxide permittivity $\epsilon=2.1$, gives a factor 0.13 through the exponent.
- A two-band dispersion $\kappa^2=2m_ob(1-b/E_g)$, where $b$ is the local barrier height and $E_g=9$ eV, gives 0.09 through the exponent.

An oxide mass fitted to tunnelling currents with a plain triangular barrier and a parabolic dispersion may already contain part of the last two effects.

**The trapping layer.** Suppose a nitride with its band edge 1.05 eV below that of the oxide, mass 0.50 and permittivity 7.5 follows the oxide and absorbs the electron. Partial reflection at their boundary multiplies the lifetime by 0.88 at 4.0 nm. Between 3.5 and 4.5 nm the factor ranges from 0.72 to 1.48 at the thicknesses sampled, in steps of 0.1 nm.

The 1.4% agreement with equation (7) therefore measures the accuracy of the semiclassical solution of this model. As a prediction for a device, 0.3 ms is uncertain by an order of magnitude or more, chiefly through the oxide exponent. The in-plane and oxide corrections listed above all shorten it. The sign of the net well correction is not settled once exchange is included. The image potential and the two-band dispersion applied together give a factor 0.02, unless a fitted oxide mass already absorbs them.

If the inversion layer is continually refilled, the ground-subband electrons, taken at the zero-momentum rate, carry a current density of about $10^{-2}$ A/cm². This is not the total current. The four light-mass valleys lie 0.12 eV higher and, under the same matching rule, would carry several times more. How much they contribute depends on whether their large in-plane valley momentum is conserved, which this model does not decide. For scale, the standard Fowler–Nordheim current formula with oxide mass 0.50 gives $3.5\times10^{-4}$ A/cm² at this field for a 3.1 eV barrier and $5\times10^{-3}$ A/cm² for 2.9 eV. A barrier height fitted with that formula already contains the carrier energy and should not be used as $\phi$ here. As trapped charge accumulates it lowers the oxide field at fixed gate voltage, so neither the current nor the lifetime stays constant through a programming pulse.

All numerical values are calculated from the stated model.
